# The Half-Filled Gutzwiller Energy and the Brinkman-Rice Transition

Take a simple cubic model of an electronic switch, with an on-site repulsion of 3.0 eV and a hopping of 0.20 eV. In the Gutzwiller approximation, derived below, the kinetic energy is $-50.25$ meV per site and the repulsion costs $+48.57$ meV. The metal is held together by the difference, $-1.68$ meV. If the hopping is reduced to 0.18 eV, both energies vanish in this approximation and the electrons stop moving. Two questions arise: why the two large terms nearly cancel, and why a ten percent change of hopping suffices to remove them.

The model is the one-band Hubbard Hamiltonian

$$
H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U\ge 0,
$$

where $\langle ij\rangle$ counts each pair of neighbours once and the on-site level is zero. There is one electron per site, the temperature is zero, and magnetic and charge order are excluded. Without repulsion the ground state is the Fermi sea $|\Phi\rangle$, with $\langle n_{i\uparrow}\rangle=\langle n_{i\downarrow}\rangle=1/2$. Its kinetic energy per site, summed over both spins, is called $e_0$; it is negative. This convention matters: if $e_0$ were counted for one spin, the factor 8 found below would become 16.

The two spin species are independent in the Fermi sea, so a site is empty, singly occupied with spin up, singly occupied with spin down, or doubly occupied with probability $1/4$ each. Repulsion makes double occupancy expensive. Let its probability be $d$. The density of each spin must remain $1/2$, so the probability of a single up electron is $1/2-d$, and the same holds for down. Normalization then fixes the probability of an empty site:

$$
p_{\rm empty}=1-2\left(\tfrac12-d\right)-d=d .
$$

One number, with $0\le d\le 1/2$, therefore describes the whole local distribution.

To change the probabilities, act on the Fermi sea with an operator $P_i$ on every site, $|\Psi\rangle=\prod_iP_i|\Phi\rangle$. Let $P_i$ multiply empty and doubly occupied states by $\lambda_0$ and singly occupied states by $\lambda_1$. If a site is considered by itself, its new probabilities are the old ones times the squared factors, $\lambda_0^2/4=d$ and $\lambda_1^2/4=1/2-d$. Hence

$$
\lambda_0^2=4d,\qquad \lambda_1^2=2(1-2d).
$$

This is the Gutzwiller wave function in a convenient form. In a configuration of $L$ electrons on $L$ sites with $M$ doubly occupied sites, there are also $M$ empty sites and $L-2M$ single ones. The product of all factors is

$$
\lambda_0^{2M}\lambda_1^{L-2M}=\lambda_1^L\,g^M,\qquad g=\frac{\lambda_0^2}{\lambda_1^2}=\frac{2d}{1-2d}.
$$

Apart from a constant, each double occupancy receives the weight $g$, which is 1 for the Fermi sea and 0 when double occupancy is forbidden.

Now consider a hop. Creating an electron turns an empty site into a single one, or a single site into a double one. In both cases one of the two states carries $\lambda_0$ and the other $\lambda_1$. Therefore

$$
P_i\,c^\dagger_{i\sigma}P_i=\lambda_0\lambda_1\,c^\dagger_{i\sigma},\qquad
P_j\,c_{j\sigma}P_j=\lambda_0\lambda_1\,c_{j\sigma}.
$$

These are operator identities; nothing has been neglected in them. Each $P_l$ contains an even number of fermion operators in every term and so commutes with operators on other sites. For $i\ne j$ this gives

$$
\langle\Psi|c^\dagger_{i\sigma}c_{j\sigma}|\Psi\rangle
=q\,\Big\langle\Phi\Big|c^\dagger_{i\sigma}c_{j\sigma}\prod_{l\ne i,j}P_l^2\Big|\Phi\Big\rangle ,
$$

$$
q=\lambda_0^2\lambda_1^2=4d\cdot2(1-2d)=8d(1-2d).
$$

The approximation enters through the remaining product. The Gutzwiller approximation replaces each $P_l^2$ on a spectator site by its average, which is 1, and does the same in the norm $\langle\Psi|\Psi\rangle$. Every hopping amplitude is then multiplied by $q$, and the energy per site becomes

$$
E(d)=q(d)\,e_0+Ud=-8|e_0|\,d(1-2d)+Ud .
$$

For a given $d$ the factor $q$ is not negative, so among uniform, unpolarized Slater determinants the one with the lowest kinetic energy is the best choice. That is the Fermi sea already used.

What was discarded can be written down. Define $z_l=(2n_{l\uparrow}-1)(2n_{l\downarrow}-1)$, which is $+1$ on an empty or double site and $-1$ on a single one. Half the sum of $\lambda_0^2$ and $\lambda_1^2$ is 1, and half their difference is $4d-1$, so

$$
P_l^2=1+\eta z_l,\qquad \eta=4d-1 .
$$

At $U=0$, where $d=1/4$, $\eta$ vanishes and the approximation has no error. Consider the first correction to the hopping of an up electron. Because the spins are independent in $|\Phi\rangle$, it contains the factor $\langle 2n_{l\downarrow}-1\rangle=0$. The norm has no linear term for the same reason, since $\langle z_l\rangle=0$. The kinetic energy is thus $qe_0$ with a relative error that begins at order $\eta^2$.

Double occupancy does have a linear correction. Since $P_i n_{i\uparrow}n_{i\downarrow}P_i=4d\,n_{i\uparrow}n_{i\downarrow}$, the true double occupancy $D$ of the wave function is, to first order,

$$
D=4d\Big[\tfrac14+\eta\sum_{l\ne i}\langle n_{i\uparrow}n_{i\downarrow}z_l\rangle\Big].
$$

Let $\rho_{il}=\langle c^\dagger_{i\sigma}c_{l\sigma}\rangle$ be the one-spin density matrix of the Fermi sea. Wick's theorem gives $\langle n_{i\sigma}n_{l\sigma}\rangle=1/4-|\rho_{il}|^2$, so that

$$
\langle n_{i\sigma}(2n_{l\sigma}-1)\rangle=\tfrac12-2|\rho_{il}|^2-\tfrac12=-2|\rho_{il}|^2 .
$$

The two spins contribute one such factor each, and their product is $4|\rho_{il}|^4$. Consequently

$$
\frac{D}{d}=1+16\,\eta S+O(\eta^2),\qquad S=\sum_{l\ne i}|\rho_{il}|^4 .
$$

The fourth power makes this correction small when an electron has many neighbours. On a chain, $\rho$ at distance $r$ is $\sin(\pi r/2)/(\pi r)$. Only odd $r$ contribute, and the sum of $1/r^4$ over positive odd $r$ is $\pi^4/96$, so $S=2/96=1/48$ and $16S=1/3$. For hypercubic lattices in two, three and four dimensions, a Fourier transform of the half-filled momentum distribution on finite grids gives $16S\approx0.111$, $0.0765$ and $0.054$.

The trend can be estimated for a large number of neighbours $Z$. The band energy is then a sum of $Z/2$ independent terms $-2t\cos k$, each with variance $2t^2$. Its distribution approaches a Gaussian of variance $Zt^2$, whose mean absolute value is $t\sqrt{2Z/\pi}$. At half filling of a symmetric band, the two spins together fill the negative half twice, so

$$
e_0=2\cdot\left(-\tfrac12\langle|\varepsilon|\rangle\right)=-\langle|\varepsilon|\rangle .
$$

The same energy is $-2tZ\rho_1$, where $\rho_1$ belongs to nearest neighbours. Equating the two gives $\rho_1\approx1/\sqrt{2\pi Z}$, and the nearest neighbours contribute

$$
16S\approx16Z\rho_1^4=\frac{4}{\pi^2Z}.
$$

For $Z=8$ this is $0.051$, close to the four-dimensional value. The estimate concerns the linear correction to $D$. It does not bound the higher orders, and these matter near $d=0$, where $\eta$ approaches $-1$.

The minimum of $E(d)$ can be found by completing a square. Set $U_c=8|e_0|$ and $u=U/U_c$. Multiplying out the energy gives

$$
E(d)=(U-U_c)d+2U_cd^2
=2U_c\left(d-\frac{1-u}{4}\right)^2-\frac{U_c}{8}(1-u)^2 .
$$

For $u<1$ the square can be made zero within the allowed range of $d$. With $U_c/8=|e_0|$, the result is

$$
d=\frac14\left(1-\frac{U}{U_c}\right),\qquad
E=-|e_0|\left(1-\frac{U}{U_c}\right)^2 .
$$

The kinetic factor follows by inserting this $d$:

$$
q=8\cdot\frac{1-u}{4}\left(1-\frac{1-u}{2}\right)=2(1-u)\,\frac{1+u}{2}=1-u^2 .
$$

For $u\ge1$ the square would vanish at zero or negative $d$. Both terms of $(U-U_c)d+2U_cd^2$ are then nonnegative, and the minimum is at the boundary $d=0$, where $q=0$ and $E=0$. This is the Brinkman-Rice transition, and it lies at

$$
U_c=8|e_0| .
$$

The factor 8 has a direct reading. The state with $d=0$ has zero energy, because no electron can hop without making a double occupancy. A state with $d>0$ is better if its kinetic gain exceeds its cost:

$$
8|e_0|\,d(1-2d)>Ud\quad\Longleftrightarrow\quad U<8|e_0|(1-2d).
$$

The condition is easiest to meet for very small $d$, and it can be met as long as $U<8|e_0|$. Both gain and cost are linear in $d$ there, so their coefficients decide the outcome. If the gain grew faster than the cost at small $d$, there would be no threshold.

Within the Gutzwiller approximation, multiplying out the energy of the metal gives, for all $U\le U_c$,

$$
E=e_0+\frac U4-\frac{U^2}{64|e_0|} .
$$

The first two terms are the Fermi-sea energy with uncorrelated double occupancy $1/4$; the third is the net gain from reducing it, after half of the saved repulsion has been lost as kinetic energy. At the transition, $dE/dU=d$ goes continuously to zero, while the second derivative jumps from $-1/(4U_c)$ to zero. The transition is therefore continuous. Moreover, $E(d)$ is convex and has a single minimum for each $U$ and $t$. This electronic energy alone provides no pair of competing states, and hence no hysteresis with which a memory could retain its setting. Retention would need something outside this zero-temperature energy function, such as a sufficiently strong coupling to a soft lattice. Temperature also lies outside it: the state with $d=0$ has free spins with entropy $k_B\ln2$ per site, which competes with the small energy gain of the metal. For the 1.68 meV of the example, $k_BT\ln2$ reaches that gain near 28 K.

For the cubic switch, $e_0=-\langle|\varepsilon|\rangle$ must be evaluated for $\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z)$. Use the identity

$$
|x|=\frac2\pi\int_0^\infty\frac{1-\cos(xs)}{s^2}\,ds .
$$

The average of $\cos(\varepsilon s)$ over the three independent momenta is $J_0(2ts)^3$, where $J_0$ is the Bessel function of order zero. Thus

$$
e_0=-\frac2\pi\int_0^\infty\frac{1-J_0(2ts)^3}{s^2}\,ds=-2.005\,t ,
$$

with the integral done by Simpson's rule and the tail of $1/s^2$ added analytically. The transition is at $U_c=16.04\,t$, or 1.34 times the bandwidth $12t$.

With $t=0.20$ eV, $e_0=-0.4010$ eV and $U_c=8\times0.4010=3.208$ eV. The chosen $U=3.0$ eV gives $u=0.9352$, just on the metallic side. Then

$$
d=\frac{1-0.9352}{4}=0.0162,\qquad q=1-0.9352^2=0.125 .
$$

One site in about 62 is doubly occupied, and the kinetic energy is an eighth of its uncorrelated value. The two energies are $qe_0=-50.25$ meV and $Ud=48.57$ meV. Their near cancellation follows from the minimum itself:

$$
\frac{Ud}{q|e_0|}=\frac{8u(1-u)/4}{1-u^2}=\frac{2u}{1+u} ,
$$

which tends to 1 at the transition and is $0.967$ here. Each energy vanishes linearly in $1-u$, but their sum vanishes quadratically.

With $t=0.18$ eV, $e_0=-0.3609$ eV and $U_c=2.887$ eV. Now $U/U_c=1.039$, so $d$, $q$ and the energy are zero. The critical hopping is $3.0/16.04=0.187$ eV, which lies between the two settings. Within this approximation, the modest change of hopping works as a switch because the starting point was placed within seven percent of $U_c$. With a much smaller $U$ the same change would merely alter $q$.

The small total energy also shows where the model is weak. In an insulator with opposite neighbouring spins, an electron can hop virtually to its neighbour and back. Either of the two electrons on a bond can do this, and in second-order perturbation theory each process gains $t^2/U$. With three bonds per site the gain is $6t^2/U=0.24/3.0$ eV, or about 80 meV per site, for the metallic setting. This exceeds the 1.68 meV that favours the metal over the state with $d=0$. For $t=0.18$ eV the same estimate gives 65 meV. If order is allowed, both settings are therefore antiferromagnetic insulators and nothing is switched. Excluding order does not remove the difficulty. With randomly oriented spins half of the neighbouring pairs are opposite, and the gain is still $3t^2/U=40$ meV, which the state with $d=0$ omits. A paramagnetic treatment that keeps virtual hopping moves the threshold: linearized dynamical mean-field theory places it at $6\sqrt6\,t=14.7\,t$, below the $U=15\,t$ of the metallic setting. The numbers of the example describe the paramagnetic Gutzwiller approximation, not the cubic Hubbard model itself.

A second limitation lies in the evaluation of the wave function. In the approximation, solving $g=2d/(1-2d)$ for $d$ gives

$$
d=\frac{g}{2(1+g)},\qquad q=\frac{4g}{(1+g)^2}.
$$

For small $g$ the energy is $(U/2-4|e_0|)g$, which again changes sign at $8|e_0|$. On a finite cluster the full evaluation behaves differently. Write $|\Psi\rangle\propto|\Psi_0\rangle+g|\Psi_1\rangle+\dots$, where the index counts double occupancies. A hop from $|\Psi_0\rangle$ creates one double occupancy, so the kinetic energy begins with the overlap between $|\Psi_0\rangle$ and $|\Psi_1\rangle$, which is of order $g$. The probability of a double occupancy is the square of an amplitude and begins at order $g^2$. Hops that move an existing empty or double site leave the index unchanged and add a kinetic term that is also of order $g^2$. With constants $a$, $b>0$ and $c$ that do not depend on $U$, the energy per site to this order is

$$
E\approx-ag+(bU-c)g^2 .
$$

The sign of $a$ follows because the Fermi sea is an eigenstate of the hopping term, with eigenvalue $Le_0$ on $L$ sites. A hop can reach a state without double occupancy only from $|\Psi_1\rangle$, so the overlap of $|\Psi_0\rangle$ with the hopping term acting on $|\Psi_1\rangle$ is $Le_0\langle\Psi_0|\Psi_0\rangle$. It enters the energy twice, which gives $a=2|e_0|>0$ whenever $|\Psi_0\rangle$ is not zero. The linear term therefore wins at small $g$. A small positive $g$ is then favourable at any finite $U$, and the threshold disappears.

A ring of six sites shows this. Its three lowest levels are $-2t$, $-t$ and $-t$, so $e_0=2(-4t)/6=-1.333\,t$ and the approximation puts the transition at $10.67\,t$. At $U=16\,t$, one and a half times that value, summing over all 400 electron configurations and minimizing numerically over $g$ gives $g=0.095$, $D=0.0090$ and $E=-0.126\,t$ per site. The approximation would give zero for all three.

The difference comes from how empty and double sites are counted. The approximate probabilities satisfy

$$
\frac{p_{\rm empty}\,p_{\rm double}}{p_\uparrow p_\downarrow}=\frac{d^2}{(1/2-d)^2}=g^2 ,
$$

as in a law of mass action for independent particles. The product of two small densities is of order $g^2$, so each density is of order $g$. On the finite cluster at small $g$, one empty and one double site appear together as a single pair with probability of order $g^2$. This argument takes $g$ to zero at fixed cluster size and does not by itself settle the infinite lattice. It does show that on a finite cluster the sharp threshold at $8|e_0|$ comes from the Gutzwiller approximation, and that the same wave function evaluated without that approximation does not reproduce it there.

All numerical values are calculated from the stated model.
